# Hydrogen 2s and 2p photoionization by the Burgess recursion

**Question.** A hydrogen atom with a fixed nucleus is ionized from its $n=2$ shell by one photon. Treat the electron nonrelativistically, without spin, in the electric-dipole approximation and to lowest order in the field. Atomic units are used, with the speed of light equal to $1/\alpha$. The freed electron has energy $\kappa^2/2$, so the photon energy is

$$\omega=\frac{\kappa^2}{2}+\frac18=\frac{y}{8},\qquad y=1+4\kappa^2 ,$$

and $y$ is the photon energy in units of the threshold energy.

Let $u_l(r)$ and $v_l(r)$ be $r$ times the bound and free radial functions, real and positive near the origin. Both are eigenfunctions of

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r .$$

The $u_l$ are normalized to one. The $v_l$ have asymptotic amplitude $\sqrt{2/\pi\kappa}$, which means normalization per unit energy: in a large box of length $L$ the squared amplitude is $2/L$, the density of states is $L/\pi\kappa$, and their product is $2/\pi\kappa$.

## (a) The cross section

**Express the cross section, averaged over the magnetic quantum number $m$ of the initial state, through the radial integrals $R_{ll'}=\int_0^\infty u_l\,r\,v_{l'}\,dr$.**

**Answer.** A field $F\cos\omega t$ along $z$ adds $Fz\cos\omega t$ to the Hamiltonian. The part that absorbs a photon has strength $Fz/2$, so the golden rule gives the rate $2\pi(F/2)^2|z_{fi}|^2=\tfrac{\pi}{2}F^2|z_{fi}|^2$. The intensity is $F^2/(8\pi\alpha)$ and the photon flux is this divided by $\omega$. Rate over flux is

$$\sigma=4\pi^2\alpha\,\omega\sum_f|z_{fi}|^2 .$$

For the angles, $z=r\cos\theta$ conserves $m$ and changes $l$ by one. If $L=\max(l,l')$, the squared matrix element of $\cos\theta$ is $(L^2-m^2)/(4L^2-1)$. Its sum over $|m|\le L-1$ uses

$$\sum_m(L^2-m^2)=(2L-1)L^2-\frac{(L-1)L(2L-1)}{3}=\frac{L(2L-1)(2L+1)}{3},$$

and is therefore $L/3$. Division by the $2l+1$ initial states gives, with the area unit restored,

$$\sigma_l=\frac{4\pi^2\alpha}{3}\,\omega\,a_0^2\sum_{l'=l\pm1}\frac{\max(l,l')}{2l+1}\,R_{ll'}^2. \tag{1}$$

The weights are $1$ for $2s\to p$, $2/3$ for $2p\to d$ and $1/3$ for $2p\to s$.

## (b) The recursion

**Factorize $h_l$, and find relations between the dipole integrals of neighbouring $l$ at fixed $n$ and $\kappa$.**

**Answer.** Define, for $l\ge1$,

$$A_l=\frac{d}{dr}+\frac lr-\frac1l,\qquad A_l^\dagger=-\frac{d}{dr}+\frac lr-\frac1l .$$

With $W=l/r-1/l$, the products are $A_l^\dagger A_l=-d^2/dr^2-W'+W^2$ and $A_lA_l^\dagger=-d^2/dr^2+W'+W^2$. Since $W'=-l/r^2$ and $W^2=l^2/r^2-2/r+1/l^2$,

$$A_l^\dagger A_l=2h_l+\frac1{l^2},\qquad A_lA_l^\dagger=2h_{l-1}+\frac1{l^2}.$$

Hence $A_l$ turns an eigenfunction of $h_l$ into one of $h_{l-1}$ with the same energy $E$, and $A_l^\dagger$ does the reverse. Near the origin $A_l r^{l+1}\approx(2l+1)r^l$, so the sign stays positive. For bound states the squared norm of $A_lu_l$, $\langle u_l|A_l^\dagger A_l|u_l\rangle$, is $b_l^2=2E+1/l^2$. For free states $A_l$ changes $\sin$ into $\kappa\cos-(1/l)\sin$ at large $r$, so the amplitude is multiplied by $c_l$, which may be larger or smaller than one. Thus

$$A_lu_l=b_lu_{l-1},\quad A_l^\dagger u_{l-1}=b_lu_l,\quad b_l^2=\frac1{l^2}-\frac1{n^2},$$

and the same holds for $v$ with $c_l^2=1/l^2+\kappa^2$. At $l=n$, $b_n=0$ and $A_n^\dagger u_{n-1}=0$: the ladder of bound states ends.

Write $\langle u|r|v\rangle$ for $\int u\,r\,v\,dr$, and

$$X=\langle u_l|r|v_{l+1}\rangle,\quad Y=\langle u_{l+1}|r|v_l\rangle,\quad M=\langle u_l|r|v_l\rangle .$$

Integration by parts leaves no end terms, because $u$ decays and all functions vanish at the origin. So $b_l\langle u_{l-1}|r|v_l\rangle=\int u_l\,A_l^\dagger(rv_l)\,dr$, where

$$A_l^\dagger(rv_l)=(l-1)v_l-rv_l'-\frac{r v_l}{l}.$$

The raising relation for $v_l$ supplies the derivative,

$$-rv_l'=c_{l+1}rv_{l+1}-(l+1)v_l+\frac{rv_l}{l+1}.$$

The terms in $v_l$ without $r$ add to $-2v_l$. They integrate to zero, since $u_l$ and $v_l$ belong to the same $h_l$ at different energies. As $1/l-1/(l+1)=1/[l(l+1)]$,

$$b_l\langle u_{l-1}|r|v_l\rangle=c_{l+1}X-\frac{M}{l(l+1)}. \tag{2}$$

In the same way $b_{l+1}Y=\int u_l\,A_{l+1}(rv_l)\,dr$. Inserting $rv_l'$ gives

$$A_{l+1}(rv_l)=-c_{l+1}rv_{l+1}+(2l+3)v_l-\frac{2rv_l}{l+1},$$

and orthogonality again removes the middle term:

$$b_{l+1}Y=-c_{l+1}X-\frac{2M}{l+1}. \tag{3}$$

From (3), $-M/[l(l+1)]=(b_{l+1}Y+c_{l+1}X)/(2l)$. Put this into (2) and multiply by $2l$:

$$2l\,b_l\langle u_{l-1}|r|v_l\rangle=(2l+1)c_{l+1}X+b_{l+1}Y. \tag{4}$$

Exchanging the roles of $u$ and $v$ in the derivation of (2) gives $c_l\langle u_l|r|v_{l-1}\rangle=b_{l+1}Y-M/[l(l+1)]$, and with the same $M$

$$2l\,c_l\langle u_l|r|v_{l-1}\rangle=(2l+1)b_{l+1}Y+c_{l+1}X. \tag{5}$$

Equations (4) and (5) are a coupled recursion in $l$. Eliminating the $Y$-type integrals between neighbouring $l$ turns them into a three-term recursion for the $X$-type integrals alone, the form known as the Burgess recursion. They rest on the pure Coulomb potential, shared by the bound and the free electron. A screened potential does not factorize with these operators, and in an atom with several electrons correlation adds effects that no single radial integral contains.

## (c) The shell $n=2$

**Reduce the three integrals needed for $n=2$ to one.**

**Answer.** Take $l=1$. Then $b_2=0$, $b_1=\sqrt3/2$, $c_1=\sqrt{1+\kappa^2}$ and $c_2=\sqrt{1/4+\kappa^2}=\sqrt y/2$. With $X=R_{pd}$, (4) reads $\sqrt3\,R_{sp}=\tfrac32\sqrt y\,R_{pd}$ and (5) reads $2\sqrt{1+\kappa^2}\,R_{ps}=\tfrac12\sqrt y\,R_{pd}$. Hence

$$R_{sp}=\frac{\sqrt{3y}}{2}R_{pd},\qquad R_{ps}=\frac{\sqrt y}{4\sqrt{1+\kappa^2}}R_{pd}. \tag{6}$$

The $Y$ terms drop out here. They are present at $n=3$, $l=1$, where, for $\kappa=1/2$, quadrature with numerically integrated waves satisfies (2) to (5) with a largest residual of $2.3\times10^{-7}$, relative to $|c_2X|+|b_2Y|$.

## (d) The starting integral

**Evaluate $R_{pd}$ in closed form.**

**Answer.** Put $v_2=N r^3e^{-i\kappa r}f$ into $v_2''+(\kappa^2+2/r-6/r^2)v_2=0$. This gives $rf''+(6-2i\kappa r)f'+(2-6i\kappa)f=0$. In the variable $x=2i\kappa r$ it is the confluent hypergeometric equation $xf_{xx}+(6-x)f_x-af=0$ with $a=3+i/\kappa$, so $f={}_1F_1(a;6;x)$.

*Normalization.* The standard large-$x$ form of ${}_1F_1$ contains the term $\Gamma(6)e^{x}x^{a-6}/\Gamma(a)$. After multiplication by $e^{-i\kappa r}$ the other term is its complex conjugate. Since $|i^{\,i/\kappa}|=e^{-\pi/2\kappa}$, the amplitude of $v_2$ is

$$N\,\frac{2\cdot120\,e^{-\pi/2\kappa}}{8\kappa^3|\Gamma(3+i/\kappa)|}=\sqrt{\frac{2}{\pi\kappa}} .$$

Use $|\Gamma(3+i/\kappa)|^2=(1+\kappa^{-2})(4+\kappa^{-2})(\pi/\kappa)/\sinh(\pi/\kappa)$ and $e^{\pi/\kappa}/\sinh(\pi/\kappa)=2/D$, with $D=1-e^{-2\pi/\kappa}$. Then

$$N^2=\frac{2}{\pi\kappa}\,\frac{\kappa^6}{900}\,(1+\kappa^{-2})(4+\kappa^{-2})\,\frac{2\pi}{\kappa D}=\frac{(1+\kappa^2)\,y}{225\,D}.$$

*Integral.* Integrating the series term by term gives

$$\int_0^\infty r^5e^{-pr}{}_1F_1(a;6;kr)\,dr=\frac{5!}{p^6}\sum_s\frac{(a)_s}{s!}\Big(\frac kp\Big)^s=120\,p^{a-6}(p-k)^{-a}.$$

Set $p=\lambda+i\kappa$ and $k=2i\kappa$. The series converges for large $\lambda$, and analytic continuation carries the result to all $\lambda>0$. The phases of $\lambda\pm i\kappa$ are $\pm\arctan(\kappa/\lambda)$, so the right side is

$$J(\lambda)=\frac{120}{(\lambda^2+\kappa^2)^3}\exp\Big[-\frac2\kappa\arctan\frac\kappa\lambda\Big].$$

With $u_1=r^2e^{-r/2}/(2\sqrt6)$ the integrand of $R_{pd}$ contains $r^6$, one power more, which $-d/d\lambda$ supplies:

$$-\frac{dJ}{d\lambda}=J\,\frac{6\lambda-2}{\lambda^2+\kappa^2}.$$

At $\lambda=1/2$ the numerator is $1$ and $\lambda^2+\kappa^2=y/4$, so the result is $120\cdot4^4y^{-4}e^{-(2/\kappa)\arctan2\kappa}$. Multiplication by $N/(2\sqrt6)$ gives

$$R_{pd}=\frac{1024}{\sqrt6}\sqrt{\frac{(1+\kappa^2)y}{D}}\;y^{-4}\exp\Big[-\frac2\kappa\arctan2\kappa\Big]. \tag{7}$$

## (e) Channel cross sections and threshold values

**Find the three channel cross sections, and evaluate them at threshold in Mb ($1\ \mathrm{Mb}=10^{-22}\ \mathrm{m^2}$).**

**Answer.** Let $G=D^{-1}\exp[-(4/\kappa)\arctan2\kappa]$. Then $R_{pd}^2=(2^{20}/6)(1+\kappa^2)y^{-7}G$. With $\omega=y/8$, the factors in (1) and (6) give

$$\begin{aligned}\sigma_{sp}&=\tfrac{2^{16}}{3}\pi^2\alpha a_0^2\,(1+\kappa^2)\,y^{-5}G,\\ \sigma_{pd}&=\tfrac{2^{19}}{27}\pi^2\alpha a_0^2\,(1+\kappa^2)\,y^{-6}G,\\ \sigma_{ps}&=\tfrac{2^{14}}{27}\pi^2\alpha a_0^2\,y^{-5}G.\end{aligned}\tag{8}$$

As $\kappa\to0$, $\arctan2\kappa\to2\kappa$ and $D\to1$, so $G\to e^{-8}$. The cross sections start at finite values because the attractive Coulomb tail keeps the energy-normalized wave finite near the nucleus at zero energy: $N\to1/15$.

For the numbers, (7) and (6) give $R_{pd}=7.657$, $R_{sp}=6.631$ and $R_{ps}=1.914$ in $a_0\,\mathrm{hartree}^{-1/2}$. The prefactor in (1) is $4\pi^2\alpha/24=0.01200$, hence

- $2s\to p$: $0.01200\times6.631^2=0.528\,a_0^2=14.78$ Mb
- $2p\to d$: $0.01200\times\tfrac23\times7.657^2=0.469\,a_0^2=13.14$ Mb
- $2p\to s$: $0.01200\times\tfrac13\times1.914^2=0.0147\,a_0^2=0.41$ Mb

The $2p$ total is $0.484\,a_0^2=13.55$ Mb. These values are for a fixed nucleus. With the finite proton mass the threshold values grow by the factor $(1+m_e/m_p)^2$, about 0.11%, to 14.80 Mb for $2s\to p$, 13.15 Mb for $2p\to d$ and 13.56 Mb for the $2p$ total. Direct numerical integration of the radial equation gives 14.7801, 13.1378 and 0.4106 Mb for the channels, against 14.7799, 13.1376 and 0.4106 Mb from the closed formulas. The first two differ by less than $2\times10^{-5}$ of the closed value, and the third agrees in the four digits shown. At threshold the $s$ channel carries $1/32$ of the $d$ cross section: a factor $1/2$ comes from the angular weights and $1/16$ from the squared radial integrals.

## (f) Above threshold

**How do the two shells and the $2p$ channel ratio change with photon energy, just above threshold and far above it?**

**Answer.** From (8), the channel ratio is

$$\frac{\sigma_{ps}}{\sigma_{pd}}=\frac{y}{32(1+\kappa^2)}=\frac{1+4\kappa^2}{32(1+\kappa^2)},$$

which rises steadily from $1/32$ towards $1/8$. The $d$ channel stays the larger at every energy in this model.

Near threshold, $\arctan2\kappa=2\kappa-8\kappa^3/3+\dots$ and $\kappa^2=(y-1)/4$ give

$$\ln G=-8+\tfrac{32}{3}\kappa^2+\dots=-8+\tfrac83(y-1)+\dots,$$

while $\ln(1+\kappa^2)\approx(y-1)/4$; the correction from $D$ is exponentially small. The slopes $d\ln\sigma/d\ln\omega$ at threshold are therefore

$$\begin{aligned}sp&:\ \tfrac14-5+\tfrac83=-\tfrac{25}{12},\\ pd&:\ \tfrac14-6+\tfrac83=-\tfrac{37}{12},\\ ps&:\ -5+\tfrac83=-\tfrac73.\end{aligned}$$

Weighting the last two by $32/33$ and $1/33$ gives $-101/33\approx-3.06$ for the whole $2p$ shell, against $-2.08$ for $2s$.

At twice the threshold energy, $\kappa=1/2$ and $\arctan1=\pi/4$. Relative to threshold, the $2s$ cross section is

$$\frac{5}{4}\cdot\frac1{32}\cdot\frac{e^{8-2\pi}}{1-e^{-4\pi}}=0.2175,$$

or $0.2175\times14.78=3.21$ Mb. The $2p$ value is $1.43+0.07=1.50$ Mb. Two cross sections that differ by 9% of the $2p$ value at threshold now differ by more than a factor of two.

For $\kappa\gg2\pi$, the exponential in $G$ tends to one and $D\to2\pi/\kappa$, so $G\to\kappa/2\pi$. Then $\sigma_{2s}\propto\kappa^2\kappa^{-10}\kappa=\kappa^{-7}\propto\omega^{-7/2}$. Both $2p$ channels fall as $\kappa^{-9}\propto\omega^{-9/2}$. These are limits of the nonrelativistic dipole model. In real hydrogen they can serve only while the electron speed, $\kappa\alpha$ in units of that of light, remains small, and they are approached slowly. The slopes from (8) for $2s$ and $2p$ are about $-3.40$ and $-4.40$ at $\kappa=15$ ($\kappa\alpha=0.11$), and $-3.45$ and $-4.45$ at $\kappa=30$ ($\kappa\alpha=0.22$). Where the model applies, the limiting powers are only approximate.

## (g) Checks by sum rules

**Which sums over all final states test the radial integrals and the angular factors, and what do they show about the two shells?**

**Answer.** The radial functions of one $l'$, bound and free together, form a complete set. Therefore

$$\sum_{n'}\langle u_{2l}|r|u_{n'l'}\rangle^2+\int_0^\infty R_{ll'}^2\,\kappa\,d\kappa=\langle r^2\rangle_{2l}.$$

The right side is $\tfrac12\int r^4(1-\tfrac r2)^2e^{-r}dr=\tfrac12(24-120+180)=42$ for $2s$, and $\tfrac1{24}\int r^6e^{-r}dr=30$ for $2p$. The sums are $39.530+2.470$ for $2s\to p$, $27.700+2.300$ for $2p\to d$ and $29.819+0.181$ for $2p\to s$. A common error in the normalization of a channel's free waves would shift its sum. The test is weakest for $2p\to s$, where the free part is only 0.6% of the total, and errors of opposite sign at different energies could cancel.

The oscillator strength $2\omega_f|z_{fi}|^2$ weights each transition with its energy. Since $[H,z]=-ip_z$ and $[z,-ip_z]=1$, the expectation value of $[z,[H,z]]$ gives $\sum_f2\omega_f|z_{fi}|^2=1$. By (a), the free part is $\int\sigma\,d\omega/(2\pi^2\alpha a_0^2)$. The factor $4\pi^2\alpha$ of (1) cancels in this quotient, so the sum tests the radial integrals and the angular factors but not that constant, which rests on the derivation in (a). For $2p$ it is a single condition on two angular weights: the $d$ channel contributes $10/9$ and the $s$ channel $-1/9$, so compensating errors in the weights would pass. The numerical sums are $0.649+0.351$ for $2s$ and $0.809+0.191$ for $2p$, bound part first; the $2p$ bound part includes the negative contribution of the $1s$ state.

For $2s$ the free states hold 6% of $\langle r^2\rangle$ but 35% of the oscillator strength. Much of the bound closure sum is the $2s$–$2p$ term, $\big[(24-60)/(2\sqrt{12})\big]^2=27$, which has zero transition energy in this model and so no oscillator strength.

## Numbers as computed

```
fine-structure constant = 0.00729735 (dimensionless)
1 a0^2 = 28.0029 Mb
n=2 threshold photon energy = 3.4014 eV
Threshold radial integrals, a0 hartree^(-1/2):
  2p->d: 7.65678
  2s->p: 6.63097
  2p->s: 1.91420
Threshold cross sections: recursion a0^2, recursion Mb, direct Mb
  2s->p: 0.52780  14.7799  14.7801
  2p->d: 0.46915  13.1376  13.1378
  2p->s: 0.01466  0.4106  0.4106
  2p total: 0.48382 a0^2 = 13.5482 Mb
omega/threshold, kappa (1/a0), then Mb: 2s, 2p->d, 2p->s, 2p; s/d
  1.0 0.0000 14.7799 13.1376 0.4106 13.5482 0.03125
  1.5 0.3536 6.1741 3.6587 0.1524 3.8112 0.04167
  2.0 0.5000 3.2139 1.4284 0.0714 1.4998 0.05000
  4.0 0.8660 0.5977 0.1328 0.0095 0.1423 0.07143
  8.0 1.3229 0.0963 0.0107 0.0010 0.0117 0.09091
Closure sums, a0^2: bound part, free part, sum, <r^2>
  2s->p: 39.5304 2.4696 42.0000 42.0000
  2p->d: 27.7001 2.2999 30.0000 30.0000
  2p->s: 29.8194 0.1806 30.0000 30.0000
Oscillator strength (dimensionless): bound, free, sum
  2s: 0.64891 0.35109 1.00000
  2p: 0.80926 0.19075 1.00000
Threshold log slopes 2s, 2p: -2.083, -3.061 (dimensionless)
High-energy log slopes 2s, 2p: -3.498, -4.498 (dimensionless)
Largest n=3 recursion residual / scale below 1e-4: 2.3e-07
```
